# Why small lattice-constant differences can change a dichalcogenide monolayer's gap character

**Q:** I relaxed the same dichalcogenide monolayer with two density functionals. The lattice constants differ by under two percent, yet one calculation gives a direct gap and the other an indirect one. How can so small a change alter a qualitative result?

**A:** The words "direct" and "indirect" report the signs of small energy differences. Let $E_v$ and $E_c$ be the highest filled and lowest empty band energies at a given wavevector. Besides the zone corner K, the competitors are the zone centre $\Gamma$ for holes and a side valley Q, on the line from $\Gamma$ to K, for electrons. Define

$$M_v=E_v(K)-E_v(\Gamma),\qquad M_c=E_c(Q)-E_c(K).$$

With these competitors, the gap is direct at K when both margins are positive. For a strain $\varepsilon=a/a_0-1$ of the lattice constant $a$, to leading order

$$M_v(\varepsilon)\simeq M_v(0)+D\varepsilon,\qquad \varepsilon^*\simeq-\frac{M_v(0)}{D}.$$

A valence margin of 76 meV with $|D|$ near 8 eV, as found below, gives $|\varepsilon^*|$ of about one percent. A margin much larger than $|D\varepsilon|$ would keep its sign.

**Q:** Why should $D$ be large? Both states belong to the same band, so I would expect them to move together.

**A:** They have different orbital character. Take a model with five metal d orbitals and three p orbitals on each chalcogen, orthogonal and with two-centre hopping. Spin-orbit coupling is left out for now. Six metal and eight chalcogen p electrons fill seven bands.

Each metal atom has chalcogens at heights $\pm h$, in-plane distance $a/\sqrt3$ and azimuths $\phi_j=90^\circ,210^\circ,330^\circ$. With bond length $d$, let $s=a/(\sqrt3d)$ and $n=h/d$, so $s^2+n^2=1$.

Consider first a bond along $(s,0,n)$, with bond axes $z'$ along it, $x'$ along $(n,0,-s)$ and $y'=y$. Then $x=sz'+nx'$ and $z=nz'-sx'$. Substituting these in the orbital polynomials gives the parts that can hop to a p orbital:

- $p_x\to s\,\sigma+n\,\pi_{x'}$, $\;p_z\to n\,\sigma-s\,\pi_{x'}$, $\;p_y\to\pi_{y'}$
- $d_{z^2}\to(n^2-\tfrac12s^2)\,\sigma-\sqrt3\,ns\,\pi_{x'}$
- $d_{x^2-y^2}\to\tfrac{\sqrt3}{2}s^2\,\sigma+ns\,\pi_{x'}$, $\;d_{xy}\to s\,\pi_{y'}$

Let $V_\sigma,V_\pi$ be the p–d hoppings. Multiplying matching components gives

$$\langle x|z^2\rangle=s[(n^2-\tfrac12s^2)V_\sigma-\sqrt3n^2V_\pi],$$
$$\langle z|z^2\rangle=n[(n^2-\tfrac12s^2)V_\sigma+\sqrt3s^2V_\pi],$$
$$\langle x|x^2-y^2\rangle=s[\tfrac{\sqrt3}{2}s^2V_\sigma+n^2V_\pi],\qquad \langle y|xy\rangle=sV_\pi.$$

**Q:** How do these bonds combine at $\Gamma$ and K?

**A:** Use $p_\pm=(p_x\pm ip_y)/\sqrt2$ and $d_{\pm2}=(d_{x^2-y^2}\pm id_{xy})/\sqrt2$. Turning a bond to azimuth $\phi_j$ multiplies its matrix element by $e^{iq\phi_j}$, where $q$ is the metal minus the chalcogen angular momentum about $z$. At $\Gamma$ the three bonds add to magnitude 3 if $q$ is a multiple of 3, and cancel otherwise. Away from $\Gamma$, the element from metal to chalcogen also carries the Bloch phase $-\mathbf k\cdot\boldsymbol\delta_j$, where $\boldsymbol\delta_j$ is the in-plane vector from metal to chalcogen. At the corner $K=(-4\pi/3a,0)$ these phases are $0,-120^\circ,+120^\circ$, so the sum has magnitude 3 if $q=1$ modulo 3, and vanishes otherwise. The opposite corner has the same energies by time reversal, with all angular momenta reversed.

The horizontal mirror separates even from odd states, and the edges here are even. The even chalcogen states are $(\text{top}+\text{bottom})/\sqrt2$ for $p_\pm$ and $(\text{top}-\text{bottom})/\sqrt2$ for $p_z$. Two layers with three bonds each therefore give a factor $2\cdot3/\sqrt2=3\sqrt2$.

Threefold rotation also forbids mixing among $d_0\equiv d_{z^2}$, $d_2$ and $d_{-2}$ at K, and of $d_0$ with $d_{\pm2}$ at $\Gamma$. Each edge is thus a two-state problem:

- Valence K is $d_2$ with $p_+$. Its single-bond element is $\frac12(\langle x|x^2-y^2\rangle+\langle y|xy\rangle)$, so
$$W_{vK}=\frac{3}{\sqrt2}s\left[\frac{\sqrt3}{2}s^2V_\sigma+(1+n^2)V_\pi\right].$$
- Valence $\Gamma$ is $d_0$ with $p_z$:
$$W_{v\Gamma}=3\sqrt2\,n\left[(n^2-\tfrac12s^2)V_\sigma+\sqrt3s^2V_\pi\right].$$
- Conduction K is $d_0$ with $p_-$. The factor $1/\sqrt2$ in $p_-$ gives
$$W_{cK}=3s\left[(n^2-\tfrac12s^2)V_\sigma-\sqrt3n^2V_\pi\right].$$

Overall phases are dropped because the energies contain $|W|^2$. With metal level $e_d$ above chalcogen level $e_p$, each edge is the upper root

$$E=\frac{e_d+e_p}{2}+R,\qquad R=\sqrt{\frac{(e_d-e_p)^2}{4}+W^2}.$$

**Q:** What numbers go into this?

**A:** I use rounded parameters of the size found in p–d models fitted to MoS$_2$ bands, with $a_0=3.16$ Å and $h_0=1.58$ Å. This is not a new first-principles calculation. In eV:

- on-site: $d_{z^2}$ $-1.10$, $d_{\pm2}$ $-1.50$, $d_{xz,yz}$ $-0.05$, $p_{x,y}$ $-3.60$, $p_z$ $-6.90$
- d–d $(\sigma,\pi,\delta)$: $-0.90,\,0.25,\,0.23$
- p–d $(\sigma,\pi)$: $-3.70,\,1.25$
- p–p $(\sigma,\pi)$: $1.20,\,-0.47$

The hoppings fall as distance to the powers $-5$, $-4$ and $-3$ for d–d, p–d and p–p.

The levels include hopping within each layer. The six in-plane neighbours contribute a phase sum of 6 at $\Gamma$ and $2\cos240^\circ+4\cos120^\circ=-3$ at K. For a metal–metal bond, put $s=1,n=0$ in the projections above; the remaining weight is $\delta$. Hence $d_{z^2}$ hops with $\frac14\sigma+\frac34\delta$, and $d_2$ with $\frac12(\frac34\sigma+\frac14\delta+\pi)$:

$$e_d(vK)=-1.50-\tfrac32(-0.675+0.0575+0.25)=-0.949,$$
$$e_d(v\Gamma)=-1.10+6(-0.225+0.1725)=-1.415.$$

For the p levels, the vertical chalcogen pair adds $+\pi$ to even $p_\pm$ and $-\sigma$ to the even $p_z$ combination, which is top minus bottom. Its length $2h_0$ equals $a_0$, so the listed p–p values apply:

$$e_p(K)=-3.60-0.47-\tfrac32(1.20-0.47)=-5.165,$$
$$e_p(\Gamma)=-6.90-1.20+6(-0.47)=-10.920.$$

Here $s^2=4/7$ and $n^2=3/7$. The bracket in $W_{vK}$ is $-1.831+1.786$, almost a cancellation, so $W_{vK}=-0.073$ eV. At $\Gamma$, $W=1.968$ eV. The roots are $E_v(K)=-0.9475$ and $E_v(\Gamma)=-1.0236$ eV, so $M_v(0)=76$ meV.

The three closed forms were compared with diagonalization of the full eleven-orbital Hamiltonian at nine geometries, with $a$ varied by up to 3% and $h$ by up to 2%. The largest difference was $3\times10^{-15}$ eV.

**Q:** Now stretch the layer. Which part moves which edge?

**A:** Differentiating $R^2$ gives

$$dR=\frac{(e_d-e_p)(de_d-de_p)/4+W\,dW}{R}.$$

Collecting terms in $dE$,

$$dE=w_d\,de_d+(1-w_d)\,de_p+\frac{W}{R}dW,\qquad w_d=\frac12\left(1+\frac{e_d-e_p}{2R}\right),$$

where $w_d$ is the metal weight. The chalcogen plane usually moves inward under tension; I take $h=h_0(1-\nu\varepsilon)$ with $\nu=0.30$. For one percent tension, in meV:

| Edge | Metal level | Chalcogen level | Coupling | Total |
|---|---:|---:|---:|---:|
| Valence K | −27.6 | 0.0 | 1.5 | −26.0 |
| Valence Γ | 15.2 | 2.8 | 33.3 | 51.2 |
| Conduction K | −6.1 | 6.6 | −127.7 | −127.1 |

Metal–metal hopping raises $d_2$ at K but lowers $d_{z^2}$ at $\Gamma$. Weakening it moves the two in opposite directions.

**Q:** Why does the coupling push $\Gamma$ up, when stretching lengthens the bonds?

**A:** For these hoppings the bond angle outweighs the bond length. Let $\varepsilon_a=d\ln a$ and $\varepsilon_h=d\ln h$. From $d^2=a^2/3+h^2$,

$$d\ln d=s^2\varepsilon_a+n^2\varepsilon_h,\qquad d(s^2)=2s^2n^2(\varepsilon_a-\varepsilon_h).$$

With $\varepsilon_h=-0.30\varepsilon$, these are $0.443\varepsilon$ and $0.637\varepsilon$. Length alone changes $\ln|W|$ by $-4(0.443)\varepsilon=-1.77\varepsilon$. Since $n^2-\frac12s^2=1-\frac32s^2$, the bracket in $W_{v\Gamma}$ changes by

$$(-\tfrac32V_\sigma+\sqrt3V_\pi)\,d(s^2)=4.91\varepsilon.$$

Its value is 0.709 eV, a relative change of $+6.93\varepsilon$. The prefactor $n$ contributes $-0.74\varepsilon$. The net change is $+4.42\varepsilon$, so here flattening strengthens the antibonding push at $\Gamma$. This sign depends on the parameters. The relative change is large because the bracket is a difference, $-0.529+1.237$ eV. With $V_\sigma$ and $V_\pi$ of the same sign, for example $-2.62$ and $-1.40$ eV, the same formulas give a net change of about $-3.1\varepsilon$, and the coupling weakens under tension.

The margin slope is $D=-7.72$ eV, or $-77$ meV per percent. Hence

$$\varepsilon^*\simeq\frac{0.0761}{7.724}=0.99\%.$$

The full bands cross at 1.02%, or $a=3.192$ Å.

**Q:** Have you checked that no other point in the zone takes over?

**A:** A scan of the whole zone on a $96\times96$ grid, with $\nu=0.30$, finds these extrema:

- 3.10 Å: valence maximum at K, conduction minimum on the $\Gamma$–K line; indirect
- 3.16 Å: both at K; direct, with a gap of 1.81 eV
- 3.22 Å: valence maximum at $\Gamma$, conduction minimum at K; indirect

Compression therefore ends the direct range through the other margin. At the reference, $M_c=133$ meV, and it vanishes at 3.125 Å, a strain of $-1.12\%$. That is an average change of 119 meV per percent, comparable with the 127 meV per percent by which the K conduction edge itself responds at the reference. Without spin-orbit coupling, this model is direct over about 0.07 Å.

**Q:** Can I then predict the character from the lattice constant alone?

**A:** No. At fixed $h$ the slope with $\ln a$ is $-6.34$ eV, and at fixed $a$ the slope with $\ln h$ is $+4.61$ eV. Thus

$$dM_v=(-6.34\,\varepsilon_a+4.61\,\varepsilon_h)\ \text{eV}.$$

If a functional scales all lengths together, $\varepsilon_h=\varepsilon_a$. The angle stays fixed and the slope is only $-1.73$ eV. At $a=3.22$ Å the margin is $-62$ meV for $\nu=0.30$, $-36$ meV at fixed $h$, and $+45$ meV for uniform scaling. The same lattice constant can thus give either sign, so compare the relaxed heights too.

A functional also moves levels at fixed geometry. Raising the $d_{z^2}$ on-site energy by 50 meV lowers $M_v$ by 48 meV, as much as about 0.6% tension. For functionals A and B with relaxed geometries $g_A,g_B$, the two effects separate through the identity

$$M_B(g_B)-M_A(g_A)=[M_B(g_B)-M_B(g_A)]+[M_B(g_A)-M_A(g_A)].$$

The first bracket is geometric and the second electronic. One extra band calculation, B at A's geometry, supplies both.

**Q:** Why does relaxation leave percent-level differences in the first place?

**A:** The energy minimum is shallow on the scale of these margins. For equal in-plane strains, the elastic energy per cell of area $A$ is

$$U=A\left[\tfrac12C_{11}(\varepsilon^2+\varepsilon^2)+C_{12}\varepsilon^2\right]=A(C_{11}+C_{12})\varepsilon^2.$$

With a rough stiffness sum of 160 N/m and $A=8.65$ Å$^2$, one percent costs 8.6 meV. If another functional adds an energy $g\varepsilon$, the minimum moves to $\varepsilon=-g/[2A(C_{11}+C_{12})]$. A one-percent shift needs $|g|=2(8.6\ \text{meV})/0.01\simeq1.7$ eV, a relative energy change of only 17 meV across one percent of strain.

**Q:** How far should I trust the one-percent threshold for real MoS$_2$?

**A:** Trust the general picture, a small margin between states of different orbital character with a slope of several eV, more than the number or the split into columns. The valence edges of this model are almost pure metal, with weights 0.9997 at K and 0.96 at $\Gamma$, while first-principles projections for MoS$_2$ show more sulfur p character. The size and even the sign of the coupling column depend on the fit. The model keeps the on-site energies fixed under strain, which a real crystal need not do, so its slopes are estimates too. The reference lattice constant is close to that of real MoS$_2$, and local-density and gradient-corrected functionals differ there by roughly one to two percent. The largest omission sized here is spin-orbit coupling. With a rough metal strength of 75 meV, $\lambda L_zS_z$ raises one $d_2$ spin state at K by $\lambda(2)(\frac12)=75$ meV, but has no first-order effect on $d_{z^2}$ at $\Gamma$. The computed margin becomes 151 meV and the valence crossing moves to 2.09%, or 3.226 Å. The valence maximum at 3.22 Å then returns narrowly to K. The same coupling lowers the Q valley relative to K: $M_c$ falls from 133 to about 96 meV and the lower edge of the direct range rises to about 3.134 Å. Including this coupling can therefore change the verdict as well.

With the d–d distance power kept at 5, changing the p–d and p–p powers to 3.5 and 2 alters the slope only from $-7.72$ to $-7.80$ eV. The d–d power and $\nu$ matter more. The metal column of the table scales with the d–d power, so a power of 3 gives $-6.0$ eV, and $\nu=0.6$ gives $-6.34-0.6(4.61)=-9.1$ eV. Thermal expansion, with a rough constant coefficient of $7\times10^{-6}$ K$^{-1}$ over 300 K, lengthens $a$ by 0.21%. This shifts the margin by $-16$ meV if $h$ shrinks as it does under tension, but only by about $-4$ meV if all lengths grow alike. The thermal energy at 300 K is 26 meV, so near a crossing both valence maxima can hold holes. Excitons, self-energy corrections and electron–phonon shifts are not included; they can matter when comparing with light emission. The remaining values are in the numerical output.

For your two calculations, report $M_v$, $M_c$, $a$ and $h$, with the spin-orbit setting held fixed. Then vary $a$ and $h$ within their uncertainties. If some of these geometries make both margins positive and others do not, the calculation does not settle whether the gap is direct.

## Numbers as computed

```
Reference a, h, bond: 3.16, 1.58, 2.4135 angstrom; nu = 0.30
On-site z2, d2, d1, pxy, pz: -1.1, -1.5, -0.05, -3.6, -6.9 eV
dd sigma, pi, delta: -0.9, 0.25, 0.23 eV
pd sigma, pi: -3.7, 1.25 eV; pp sigma, pi: 1.2, -0.47 eV
Distance exponents dd, pd, pp: (5.0, 4.0, 3.0)
Largest closed-form error: 3.0e-15 eV
Valence K: e_d -0.9487, e_p -5.1650, W -0.0727 eV
  edge -0.9475 eV, metal weight 0.9997
Valence Gamma: e_d -1.4150, e_p -10.9200, W 1.9681 eV
  edge -1.0236 eV, metal weight 0.9620
Conduction K: e_d -0.9425, e_p -5.1650, W -3.3029 eV
  edge 0.8663 eV, metal weight 0.7693
Strain response in meV per percent: metal, chalcogen, coupling, total
  Valence K: -27.6, 0.0, 1.5, -26.0
  Valence Gamma: 15.2, 2.8, 33.3, 51.2
  Conduction K: -6.1, 6.6, -127.7, -127.1
Valence margin K-Gamma: 76.1 meV
Margin slope, nu = 0.30: -7.724 eV per unit strain
Slope with ln a at fixed h: -6.340 eV
Slope with ln h at fixed a: 4.614 eV
Slope, all lengths scaled together: -1.726 eV
Critical strain, linear estimate: 0.985 percent
Critical strain, full bands: 1.017 percent
Critical lattice constant: 3.1921 angstrom
Margin at 3.22 angstrom, nu = 0.30: -61.9 meV
Margin at 3.22 angstrom, fixed h: -36.0 meV
Margin at 3.22 angstrom, uniform: 44.6 meV
a = 3.10 angstrom: VBM K, CBM Gamma-K line, gap 1.9101 eV
a = 3.16 angstrom: VBM K, CBM K, gap 1.8138 eV
a = 3.22 angstrom: VBM Gamma, CBM K, gap 1.5632 eV
Side valley: 0.9997 eV at 0.553 of Gamma-K
Conduction margin Q-K: 133.4 meV
Lower edge of direct window (nan = none to -5%): 3.1247 angstrom
Lower-edge strain: -1.117 percent
Spin-orbit strength (rough): 75 meV
Valence margin with spin-orbit: 151.0 meV
Critical a with spin-orbit: 3.2261 angstrom
Critical strain with spin-orbit: 2.092 percent
Margin slope, exponents 5, 3.5, 2: -7.797 eV per unit strain
Margin change for z2 level +50 meV: -48.1 meV
Expansion coefficient (rough): 7.0e-06 1/K
Expansion over 300 K: 0.210 percent
Margin change from expansion: -16.2 meV
Thermal energy at 300 K: 25.9 meV
C11+C12 (rough): 160 N/m; cell area 8.648 angstrom^2
Elastic energy at 1 percent biaxial strain: 8.64 meV per cell
```
